# Kinetic Balance Does Not Make the Dirac 1s Energy an Upper Bound

Scaling fixes the form of the error before any integral is done. For one electron and a point nucleus, \(V=-Z/r\), the radial Dirac equations for s states (\(\kappa=-1\)), in Hartree atomic units with the rest energy subtracted, are

\[
VP+cD^\dagger Q=EP,\qquad cDP+(V-2c^2)Q=EQ,
\]

where \(D=d/dr-1/r\) and \(D^\dagger=-d/dr-1/r\). Put \(Q=u/(2c)\). The equations become

\[
VP+\tfrac12D^\dagger u=EP,\qquad DP-u+\frac{V-E}{2c^2}\,u=0,
\]

so \(c\) enters through \(1/c^2\). With \(r=\rho/Z\), \(u=Z\upsilon\) and \(E=Z^2\epsilon\), the parameter left is \(Z^2/c^2\). If the basis functions are scaled with \(Z\) too, the basis-set error has the form

\[
E_b-E_D=Z^2\left[d_0+d_1\frac{Z^2}{c^2}+d_2\frac{Z^4}{c^4}+\dots\right]
\]

for a fixed finite basis with finite matrix elements. The question is which coefficient comes first, and with what sign.

## The belief and its appeal

In a kinetically balanced basis each large function \(P_i\) is accompanied by a small function \(DP_i\). As \(c\to\infty\) the second equation then gives \(u=DP\) within the basis, and the first becomes the Schrödinger problem, whose variational energy is an upper bound. It is natural to believe that the lowest electron-like energy \(E_b\) is therefore an upper bound to the exact Dirac level \(E_D\) as well.

The exact level follows from \(P_D=r^\gamma e^{-Zr}\), \(Q_D=-\eta P_D\). The second equation requires

\[
c\left(\frac{\gamma-1}{r}-Z\right)+\eta\left(\frac Zr+2c^2+E\right)=0 .
\]

The \(1/r\) terms give \(\eta=c(1-\gamma)/Z\). The \(1/r\) terms of the first equation give \(c\eta(1+\gamma)=Z\), hence \(\gamma^2=1-Z^2/c^2\), and its constant terms give

\[
E_D=-c\eta Z=c^2(\gamma-1).
\]

The constant terms of the second equation agree, since \(\eta(2c^2+E_D)=c^3(1-\gamma^2)/Z=cZ\).

The simplest trial supports the belief. For \(P=re^{-\zeta r}\), \(DP=-\zeta P\), so both components have the same radial shape. With \(\langle1/r\rangle=\zeta\), the matrix has diagonal elements \(-Z\zeta\) and \(-Z\zeta-2c^2\) and a coupling of size \(c\zeta\). Its upper eigenvalue is

\[
E(\zeta)=-Z\zeta-c^2+c\sqrt{c^2+\zeta^2}.
\]

This is convex in \(\zeta\). Setting \(-Z+c\zeta/\sqrt{c^2+\zeta^2}=0\) gives \(\zeta=Z/\gamma\). There \(\sqrt{c^2+\zeta^2}=c/\gamma\), and

\[
E=\frac{c^2-Z^2}{\gamma}-c^2=c^2\gamma-c^2=E_D .
\]

Every \(\zeta\) thus gives an upper bound, and the best one gives the exact energy. For \(Z=80\) the best exponent is 98.5336 bohr⁻¹ and the energy is −3532.192 hartree. The spinor is still wrong, because the exact one contains \(r^\gamma e^{-Zr}\). Neither the bound nor the agreement carries over to general balanced bases.

## What would guarantee a bound

Write \(\langle u|v\rangle=\int_0^\infty uv\,dr\). For a given \(P\), consider

\[
F_P(E)=\langle P|V-E|P\rangle+\max_Q\left\{2c\langle Q|DP\rangle-\langle Q|2c^2+E-V|Q\rangle\right\}.
\]

For \(E>-2c^2\) the last operator is positive, so the maximum exists, and \(F_P\) decreases with \(E\). Call its zero \(E[P]\).

In a finite basis, \(F_P(E)\) is a quadratic form in the large coefficients. Its lowest eigenvalue decreases with \(E\) and vanishes at \(E_b\), provided that this level lies above \(-2c^2\). At \(E_b\) the form is nonnegative, so \(E[P]\ge E_b\), with equality for the eigenvector. Hence \(E_b=\min_PE[P]\).

If \(Q\) is unrestricted, the maximum is at \(Q=cDP/(2c^2+E-V)\), and

\[
F_P(E)=\int_0^\infty\left[w(DP)^2+(V-E)P^2\right]dr,\qquad w=\frac{c^2}{2c^2+E-V}.
\]

Now set \(E=E_D\) and \(P=gP_D\). The exact solution obeys \(D^\dagger(wDP_D)+(V-E_D)P_D=0\). Multiplying by \(g^2P_D\) and integrating by parts gives

\[
\int(V-E_D)P^2dr=-\int wDP_D\left(g^2DP_D+2gg'P_D\right)dr .
\]

Since \(DP=gDP_D+g'P_D\), the sum is

\[
F_P(E_D)=\int_0^\infty w\,(g')^2P_D^2\,dr\ge0 .
\]

The boundary terms vanish for regular \(P\). Thus \(E[P]\ge E_D\): a complete small space guarantees the bound. A restricted small space lowers the maximum over \(Q\), and can lower the energy below \(E_D\). This is the origin of prolapse.

## The order in 1/c

Expand \(P=\sum_iA_iP_i\) and \(Q=(2c)^{-1}\sum_iB_iDP_i\). Let \(S\) and \(V\) be the overlap and potential matrices of the \(P_i\), and define

\[
T_{ij}=\tfrac12\langle DP_i|DP_j\rangle,\qquad M_{ij}(E)=\tfrac14\langle DP_i|V-E|DP_j\rangle .
\]

Projection on \(P_i\) and on \(DP_i/(2c)\) gives

\[
VA+TB=ESA,\qquad TA-TB+c^{-2}MB=0 .
\]

The second equation gives \(B=(1-c^{-2}T^{-1}M)^{-1}A\). Expanding the inverse and inserting it in the first,

\[
\left[V+T+c^{-2}M+c^{-4}MT^{-1}M+\dots\right]A=ESA .
\]

Here \(V+T=H_0\) is the nonrelativistic Hamiltonian, because integration by parts gives \(\int(DP)^2dr=\int(P')^2dr\).

Assume that the nonrelativistic 1s function \(\phi_0\) is in the basis, and set \(Z=1\), so \(\phi_0=2re^{-r}\) and \(E_0=-\tfrac12\). Expand \(E=E_0+c^{-2}E_1+c^{-4}E_2+\dots\) and \(P=\phi_0+c^{-2}a+\dots\), with \(M_0=M(E_0)\). At order \(c^{-2}\),

\[
(H_0-E_0)a+(M_0-E_1)\phi_0=0,\qquad E_1=\langle\phi_0|M_0|\phi_0\rangle .
\]

Projecting the next order on \(\phi_0\), and using \(M(E)=M_0-c^{-2}E_1T/2+\dots\), gives

\[
E_2=\langle a|M_0-E_1|\phi_0\rangle+\langle\phi_0|M_0T^{-1}M_0|\phi_0\rangle-\tfrac12E_1\langle T\rangle .
\]

Define \(f=(V-E_0)D\phi_0=(2-r)e^{-r}\). The vector \(M_0\phi_0\) has elements \(\tfrac14\langle DP_i|f\rangle\), and \(T\) is half the overlap matrix of the \(DP_i\). The middle term is therefore \(\tfrac18\|\Pi f\|^2\), where \(\Pi\) projects on the small space.

The first term is the minimum over the large space of

\[
J[a]=2\langle a|M_0-E_1|\phi_0\rangle+\langle a|H_0-E_0|a\rangle .
\]

In the complete space the minimizer is \(\phi_1=-r\ln r\,e^{-r}\), apart from a multiple of \(\phi_0\). To verify this, first compute

\[
E_1=\tfrac14\int_0^\infty(-2r)(2-r)e^{-2r}dr=-\tfrac18 .
\]

Then \((M_0-E_1)\phi_0=\tfrac14D^\dagger f+\tfrac18\phi_0=(1-\tfrac1{2r})e^{-r}\), while \((H_0-E_0)\phi_1=-(1-\tfrac1{2r})e^{-r}\). The minimum is

\[
J[\phi_1]=-\int_0^\infty(r-\tfrac12)\ln r\,e^{-2r}dr=-\tfrac12\int_0^\infty e^{-2r}dr=-\tfrac14,
\]

by parts, since \((r-\tfrac12)e^{-2r}\) is the derivative of \(-\tfrac12re^{-2r}\).

With \(\|f\|^2=2-1+\tfrac14=\tfrac54\) and \(\langle T\rangle=\tfrac12\), complete spaces give \(E_2=-\tfrac14+\tfrac5{32}+\tfrac1{32}=-\tfrac1{16}\). This matches the exact expansion

\[
c^2\left(\sqrt{1-c^{-2}}-1\right)=-\frac12-\frac1{8c^2}-\frac1{16c^4}+\dots
\]

The orders \(c^0\) and \(c^{-2}\) also agree, so they contribute no error. Restoring \(Z\),

\[
E_b-E_D=\frac{Z^6}{c^4}(K_L-K_S)+O(c^{-6}),
\]

\[
K_L=\min_a\langle a-\phi_1|H_0-E_0|a-\phi_1\rangle,\qquad K_S=\tfrac18\|(1-\Pi)f\|^2 .
\]

Both numbers are nonnegative. A poor large space raises the energy; a poor small space lowers it. With \(\phi_0\) alone, \(K_L=\tfrac14\) and \(K_S=\tfrac18(\tfrac54-\tfrac14)=\tfrac18\), so the error is positive. Kinetic balance permits prolapse without forcing it.

## A basis that must prolapse

To make \(K_S\) win, give the large component nearly the response it needs. Add

\[
g=r\ln(1+r/a)\,e^{-r},
\]

where \(a\) is now a fixed length. The span contains \(-r\ln(r+a)e^{-r}\), which differs from \(\phi_1\) by \(\delta=-r\ln(1+a/r)e^{-r}\). Since \(V<0\), \(K_L\le\tfrac12\|D\delta\|^2+\tfrac12\|\delta\|^2\), with

\[
D\delta=\left[\frac a{r+a}+r\ln\left(1+\frac ar\right)\right]e^{-r}.
\]

The squared norm of the first part is at most \(a\), and \(r\ln(1+a/r)\le a\), so \(K_L\to0\) as \(a\to0\). The small space meanwhile tends to the span of \(re^{-r}\) and \((1-r\ln r)e^{-r}\). This does not contain \(f\): removing the logarithm removes the second function, and \(f\) is not proportional to the first. Hence \(K_S\) keeps a positive limit. For small enough fixed \(a\), and then large enough \(c\), the energy lies below the exact level.

The order of these limits matters. At \(a=0\) the second large function can be taken as \(\phi_1\) itself, and \(D\phi_1=-(1-r\ln r)e^{-r}\) tends to \(-1\) at the nucleus. The integral \(\langle D\phi_1|V|D\phi_1\rangle\) then behaves like \(-\int dr/r\) there and diverges, so the expansion does not apply.

For \(a=0.01\) bohr and \(Z=1\), \(K_L=0.003954\) and \(K_S=0.013849\), so \(K_L-K_S=-0.009895\). Diagonalizing the Dirac matrix gives the same coefficient. Between \(c=20\) and \(c=40\) the error falls from \(-6.300\times10^{-8}\) to \(-3.883\times10^{-9}\) hartree, a local power of 4.02 in \(1/c\).

At the physical \(c=137.036\), take \(Z=20\) and scale the cutoff to \(a=0.01/Z\). The leading term is

\[
-0.009895\times\frac{20^6}{137.036^4}=-0.00180\ \text{hartree}.
\]

The computed levels are:

| Calculation, \(Z=20\) | Energy (hartree) |
|---|---:|
| Exact | −201.076523 |
| Balanced basis | −201.078610 |
| Same large basis, enlarged small basis | −201.076136 |

The balanced energy is too low by 0.00209 hartree, or 0.0568 eV. The enlarged small basis adds fifteen functions \(re^{-\alpha r}\) with \(\alpha=1.3Z\cdot2^k\), \(k=-1,\dots,13\), and gives the same energy as an unrestricted \(Q\) to the digits shown. Enlarging the small space alone thus lifts the energy above the exact level, as the minimum–maximum argument leads one to expect.

## Where the fourth-power law stops

For \(Z=80\) in the same scaled basis, the balanced energy is 32.0 hartree too low, about 0.9% of the exact binding energy. The \(c^{-4}\) term predicts 7.4 hartree. The leading order is thus no quantitative estimate for this basis at high \(Z\). These values are for a point nucleus, and at \(Z=80\) the cutoff \(a\) is about the nuclear radius. With a uniformly charged nucleus of realistic size, the same basis lies 31.0 hartree below the corresponding exact level (0.00211 hartree for \(Z=20\)).

The law also requires \(\phi_0\) to be in the basis. Otherwise the error tends to a positive nonrelativistic one as \(c\to\infty\). A single exponential with \(\zeta=1.1\) and \(Z=1\) has the limit \((\zeta-1)^2/2=0.005\) hartree; at \(c=200\) the computed error is 0.004999 hartree. This limit does not settle the sign at finite \(c\).

A lower balanced energy is therefore not by itself evidence of a better basis. Adding \(g\) to \(\phi_0\) changes the \(c^{-4}\) coefficient from \(+0.125\) to \(-0.009895\), carrying the energy through the exact value and out the other side. That step also shrinks the size of the error, but a further lowering need not. For \(Z=1\), changing the cutoff from \(a=0.01\) to \(a=0.03\) bohr lowers the coefficient to \(-0.010473\), which at large \(c\) puts the energy further below the exact level, while \(K_L\) grows to 0.009832 and \(K_S\) to 0.020305. Direct diagonalization at large \(c\) reproduces all three coefficients. This ordering of the two cutoffs holds only while \(Z/c\) is small. At the physical \(c\), with scaled cutoffs \(0.03/Z\) and \(0.01/Z\), the errors are \(-0.002078\) and \(-0.002087\) hartree for \(Z=20\), and \(-20.1\) and \(-32.0\) hartree for \(Z=80\).

The logarithmic basis is built to prolapse and does not stand for ordinary practice. Even-tempered Gaussian s bases with ratios 2, 2.5 and 3 and largest exponents from \(10^2Z^2\) to \(10^8Z^2\) stay above the exact point-nucleus level for \(Z=20\) and \(Z=80\). At \(Z=80\) their restricted small space still lowers the energy relative to an unrestricted \(Q\), but not by enough to cross the exact level.

## Computed values

```
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
Z=1 coefficients of 1/c^4 (a.u.): K_L, K_S, K_L-K_S, diagonalized
  phi0 only       0.250000 0.125000 +0.125000 +0.125000
  phi0 + r^2 exp  0.125000 0.083333 +0.041667 +0.041667
  phi0 + log      0.003954 0.013849 -0.009895 -0.009895
Full large-component response, Z=1: -0.250000 a.u.
Log basis, Z=1, a=0.010 bohr: c (a.u.), error (hartree), error*c^4
    10  -1.06401e-06  -0.010640
    20  -6.30025e-08  -0.010080
    40  -3.88344e-09  -0.009942
Local power of 1/c between c=20 and c=40: 4.0200
Effect of the cutoff a, Z=1: a (bohr), K_L, K_S, K_L-K_S (a.u.)
  0.100  0.023513  0.032030  -0.008517
  0.030  0.009832  0.020305  -0.010473
  0.010  0.003954  0.013849  -0.009895
  0.003  0.001336  0.010205  -0.008869
  0.001  0.000472  0.008689  -0.008217
phi0 absent, Z=1, zeta=1.1, c=200: error +0.004999 hartree
Single exponential, Z=80: best zeta 98.5336, Z/gamma 98.5336 1/bohr
  minimum -3532.192093, exact -3532.192093 hartree
Physical c, log basis, a=0.01/Z; energies and errors in hartree
  Z, exact, balanced error, c^-4 estimate, enlarged-small error
  10 -50.066742 -2.9181e-05 -2.8061e-05 +7.7964e-06
  20 -201.076523 -2.0865e-03 -1.7959e-03 +3.8689e-04
  40 -817.807495 -1.9358e-01 -1.1494e-01 +2.7975e-02
  60 -1895.682341 -3.5208e+00 -1.3092e+00 +6.1341e-01
  80 -3532.192093 -3.2029e+01 -7.3559e+00 +7.9542e+00
Z=20 exact level:            -201.07652321 hartree
Z=20 balanced basis:         -201.07860972 hartree
Z=20 enlarged small basis:   -201.07613632 hartree
Z=20 balanced error:         -0.056777 eV
```
